# Dudarev's Hubbard energy and potential from the averaged shell interaction: verification in Python

```python
# Result under test (Rydberg units, one d shell, dim = 5 orbitals, collinear spins s):
#   n^s_{ab} = <c+_b c_a>, N_s = Tr n^s, V[1,2,3,4] = <m1 m2|v|m3 m4> from Slater integrals F0,F2,F4
#   E_HF = 1/2 sum V1234 [n^s_31 n^s'_42 - delta_ss' n^s_41 n^s_32]
#   E_dc = U/2 N(N-1) - J/2 sum_s N_s(N_s-1)      (fully localized limit)
#   E_HF averaged over independent unitary orbital mixings in each spin, minus E_dc, equals
#   E_U = (U-J)/2 sum_s Tr[n^s - n^s n^s], with potential V^s = (U-J)(1/2 - n^s);
#   PAW sphere: n_{mm'} = sum_ab P_ab rho_{am,bm'},  D_{am,bm'} = P_ab V_{mm'}.
import numpy as np
from itertools import permutations, product, combinations
from math import factorial
from scipy.special import eval_legendre, gammainc
from scipy.constants import physical_constants
from scipy.linalg import expm

rng = np.random.default_rng(7)
RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
dim = 5
F = {0: 0.30, 2: 0.52, 4: 0.32}
U, J = F[0], (F[2] + F[4]) / 14
eye = np.eye(dim)
tr = lambda a: np.trace(a).real

# Coulomb tensor by double angular quadrature; real harmonics xy, yz, zx, x2-y2, z2
ct, wt = np.polynomial.legendre.leggauss(6)
ph = 2 * np.pi * np.arange(12) / 12
st = np.sqrt(1 - ct**2)
pts = np.array([[s * np.cos(p), s * np.sin(p), c] for c, s in zip(ct, st) for p in ph])
wang = np.repeat(wt, 12) * 2 * np.pi / 12
def harmonics(r):
    x, y, z = r.T
    c = np.sqrt(15 / (4 * np.pi))
    return np.array([c*x*y, c*y*z, c*z*x, c*(x*x - y*y)/2, np.sqrt(5/(16*np.pi))*(3*z*z - 1)])
Y = harmonics(pts)
assert np.allclose((Y * wang) @ Y.T, eye, atol=1e-13)
pair = (Y[:, None, :] * Y[None, :, :] * wang).reshape(25, -1)
kernel = sum(F[k] * eval_legendre(k, np.clip(pts @ pts.T, -1, 1)) for k in F)
V = (pair @ kernel @ pair.T).reshape(5, 5, 5, 5).transpose(0, 2, 1, 3)
sum_dir, sum_exc = np.einsum('abab->', V), np.einsum('abba->', V)
assert abs(sum_dir / dim**2 - U) < 1e-12
assert abs((sum_dir - sum_exc) / (dim * (dim - 1)) - (U - J)) < 1e-12
x8, w8 = np.polynomial.legendre.leggauss(8)
leg = {k: 0.5 * np.sum(w8 * eval_legendre(2, x8)**2 * eval_legendre(k, x8)) for k in F}
assert np.allclose([leg[0], leg[2], leg[4]], [1/5, 2/35, 2/35], atol=1e-13)
assert abs(sum_exc - dim**2 * sum(F[k] * leg[k] for k in F)) < 1e-12

K = V.transpose(2, 0, 3, 1).reshape(25, 25).astype(complex)
S = K - V.transpose(3, 0, 2, 1).reshape(25, 25)
form = lambda a, M, b: np.sum((a.reshape(-1, 25) @ M) * b.reshape(-1, 25), axis=1).real
e_hf = lambda u, d: 0.5 * form(u, S, u) + 0.5 * form(d, S, d) + form(u, K, d)
def e_dc(nu, nd):
    return U/2 * (nu + nd) * (nu + nd - 1) - J/2 * (nu * (nu - 1) + nd * (nd - 1))
e_avg_formula = lambda u, d: U*tr(u)*tr(d) + (U - J)/2 * sum(tr(n)**2 - tr(n @ n) for n in (u, d))
dudarev = lambda u, d: (U - J)/2 * sum(tr(n - n @ n) for n in (u, d))
potential = lambda n: (U - J) * (eye / 2 - n)
extra_common = lambda u, d: J * dim / (dim + 1) * (tr(u @ d) - tr(u) * tr(d) / dim)
def haar(count, size):
    q, r = np.linalg.qr(rng.normal(size=(count, size, size)) + 1j * rng.normal(size=(count, size, size)))
    dg = np.diagonal(r, axis1=1, axis2=2)
    return q * (dg / abs(dg))[:, None, :]

# Explicit Fock-space determinant: per spin 5 shell + 2 bath modes (up 0-6, down 7-13)
idx = np.arange(2**14)
bits = (idx[:, None] >> np.arange(14)) & 1
signs = 1 - 2 * ((np.cumsum(bits, axis=1) - bits) % 2)
def ladder(j, vec, create):
    out = np.zeros_like(vec)
    sel = bits[:, j] == (0 if create else 1)
    out[idx[sel] ^ (1 << j)] = signs[sel, j] * vec[sel]
    return out
Cu, Cd = haar(2, 7)
Cu, Cd = Cu[:, :4], Cd[:, :3]
psi = np.zeros(2**14, complex); psi[0] = 1
for off, C in ((0, Cu), (7, Cd)):
    for k in range(C.shape[1]):
        psi = sum(C[p, k] * ladder(off + p, psi, True) for p in range(7))
nu_f, nd_f = (Cu @ Cu.conj().T)[:5, :5], (Cd @ Cd.conj().T)[:5, :5]
modes = list(range(5)) + list(range(7, 12))
one = [ladder(j, psi, False) for j in modes]
A1 = np.array(one[:5])
assert np.allclose(A1 @ A1.conj().T, nu_f, atol=1e-12)
T = np.array([ladder(j, v, False) for v in one for j in modes])
G2 = (T.conj() @ T.T).reshape(10, 10, 10, 10)
sl = (slice(0, 5), slice(5, 10))
e_fock = 0.5 * sum(np.sum(V * G2[a, b, a, b]) for a in sl for b in sl).real
assert abs(e_fock - e_hf(nu_f, nd_f)[0]) < 1e-11
prob, cu, cd = abs(psi)**2, bits[:, 0:5].sum(1), bits[:, 7:12].sum(1)
assert abs(prob @ cu**2 - (prob @ cu)**2 - tr(nu_f - nu_f @ nu_f)) < 1e-11
assert abs(prob @ (cu * cd) - (prob @ cu) * (prob @ cd)) < 1e-11
assert abs(prob @ e_dc(cu, cd) - e_avg_formula(nu_f, nd_f)) < 1e-11
assert abs(prob @ e_dc(cu, cd) - e_dc(prob @ cu, prob @ cd) - dudarev(nu_f, nd_f)) < 1e-11
assert dudarev(nu_f, nd_f) > 1e-2

# E_dc is the mean of E_HF over all shell determinants with given integer N_up, N_down
dets = [[np.diag([1.0 * (m in c) for m in range(5)]) for c in combinations(range(5), n)] for n in range(6)]
for a, b in product(range(6), repeat=2):
    assert abs(np.mean([e_hf(u, d)[0] for u in dets[a] for d in dets[b]]) - e_dc(a, b)) < 1e-11

# Exact average over permutations and cube-root-of-unity phases, independent for each spin
perms = np.array(list(permutations(range(5))))
phs = np.exp(2j * np.pi / 3 * np.array([(0,) + t for t in product(range(3), repeat=4)]))
phmat = (phs[:, :, None] * phs.conj()[:, None, :]).reshape(1, -1, 25)
orbit = lambda n: (n[perms[:, :, None], perms[:, None, :]].reshape(-1, 1, 25) * phmat).reshape(-1, 25)
def e_avg_group(u, d):
    ou, od = orbit(u), orbit(d)
    return 0.5*form(ou, S, ou).mean() + 0.5*form(od, S, od).mean() + form(ou.mean(0), K, od.mean(0))[0]
e_u_group = lambda u, d: e_avg_group(u, d) - e_dc(tr(u), tr(d))
W = haar(1, 5)[0]
nu_r = W @ np.diag([.95, .8, .5, .2, .05]) @ W.conj().T
nd_r = W @ np.diag([.9, .6, .3, .1, 0.]) @ W.conj().T
n_idem = W @ np.diag([1., 1, 1, 0, 0]) @ W.conj().T
for u, d in ((nu_r, nd_r), (nu_f, nd_f)):
    assert abs(e_avg_group(u, d) - e_avg_formula(u, d)) < 1e-11
    assert abs(e_u_group(u, d) - dudarev(u, d)) < 1e-11
assert abs(e_u_group(n_idem, eye - n_idem)) < 1e-11

# Spatial rotation leaves E_HF unchanged; general unitaries do not
gen = rng.normal(size=(3, 3))
Drot = (Y * wang) @ harmonics(pts @ expm(gen - gen.T)).T
assert np.allclose(Drot @ Drot.T, eye, atol=1e-12) and abs(Drot - eye).max() > 0.05
assert abs(e_hf(Drot @ nu_r @ Drot.T, Drot @ nd_r @ Drot.T)[0] - e_hf(nu_r, nd_r)[0]) < 1e-12
ns = 20000
g, h = haar(ns, 5), haar(ns, 5)
rot = lambda q, n: q @ n @ q.conj().transpose(0, 2, 1)
e_ind, e_com = e_hf(rot(g, nu_r), rot(h, nd_r)), e_hf(rot(g, nu_r), rot(g, nd_r))
s_ind, s_com = e_ind.std() / np.sqrt(ns), e_com.std() / np.sqrt(ns)   # sampling errors, 5 sigma allowed
assert e_com.std() > 1e-3
assert abs(e_ind.mean() - e_avg_formula(nu_r, nd_r)) < 5 * s_ind
assert abs(e_com.mean() - e_avg_formula(nu_r, nd_r) - extra_common(nu_r, nd_r)) < 5 * s_com
assert extra_common(nu_r, nd_r) > 20 * max(s_com, s_ind)

# Potential matrix by finite differences, from dE = Tr(V dn)
def fd_potential(energy, n, step=1e-3):
    der = lambda dn: (energy(n + step * dn) - energy(n - step * dn)) / (2 * step)
    out = np.zeros((5, 5), complex)
    for a in range(5):
        out[a, a] = der(np.outer(eye[a], eye[a]))
        for b in range(a + 1, 5):
            e = np.outer(eye[a], eye[b])
            out[a, b] = (der(e + e.T) + 1j * der(1j * (e - e.T))) / 2
            out[b, a] = out[a, b].conjugate()
    return out
v_avg = fd_potential(lambda n: e_avg_group(n, nd_r), nu_r)
v_dc = fd_potential(lambda n: e_dc(tr(n), tr(nd_r)), nu_r)
assert np.allclose(v_avg, U*tr(nd_r)*eye + (U - J)*(tr(nu_r)*eye - nu_r), atol=1e-9)
assert np.allclose(v_dc, (U*(tr(nu_r) + tr(nd_r) - .5) - J*(tr(nu_r) - .5)) * eye, atol=1e-9)
assert np.allclose(v_avg - v_dc, potential(nu_r), atol=1e-9)
ev_idem = np.linalg.eigvalsh(fd_potential(lambda n: e_u_group(n, nd_r), n_idem))
assert np.allclose(ev_idem, (U - J) / 2 * np.array([-1, -1, -1, 1, 1]), atol=1e-9)

# PAW sphere: two partial waves u_a = norm * r^3 exp(-zeta_a r)
zeta, rc = np.array([2.0, 1.0]), 2.5
norm = np.sqrt((2 * zeta)**7 / factorial(6))
zs = zeta[:, None] + zeta[None, :]
P = np.outer(norm, norm) * factorial(6) * gammainc(7, zs * rc) / zs**7
cplx = lambda *s: rng.normal(size=s) + 1j * rng.normal(size=s)
proj, wav, occ, eta = cplx(16, 10) / 6, cplx(16, 4) / 6, np.array([1, .9, .6, .25]), cplx(16, 4) / 6
def n_paw(w, f):
    c = proj.conj().T @ w
    return np.einsum('ab,ambn->mn', P, ((c * f) @ c.conj().T).reshape(2, 5, 2, 5))
xr, wr = np.polynomial.legendre.leggauss(40)
r, wr = rc * (xr + 1) / 2, wr * rc / 2
ur = norm[:, None] * r**3 * np.exp(-zeta[:, None] * r)
r_psi = np.einsum('amk,ar,mo->kro', (proj.conj().T @ wav).reshape(2, 5, 4), ur, Y)
r_psi = r_psi + (r * np.exp(-r))[None, :, None] * (1 + pts[:, 2])[None, None, :]   # s and p admixture
comp = np.einsum('kro,mo,o->kmr', r_psi, Y, wang)
n0 = n_paw(wav, occ)
assert np.allclose(np.einsum('k,kmr,knr,r->mn', occ, comp, comp.conj(), wr), n0, atol=1e-11)
HU = proj @ np.kron(P, potential(n0)) @ proj.conj().T
HU_wrong = proj @ np.kron(P, potential(n0).T) @ proj.conj().T
en = lambda w, f: e_u_group(n_paw(w, f), nd_r)
t = 1e-4
slope = (en(wav + t * eta, occ) - en(wav - t * eta, occ)) / (2 * t)
grad = lambda H: 2 * np.sum(occ * np.sum(eta.conj() * (H @ wav), axis=0)).real
assert abs(slope - grad(HU)) < 1e-7 and abs(slope - grad(HU_wrong)) > 1e-5
expv = np.sum(wav.conj() * (HU @ wav), axis=0).real
for k in range(4):
    df = t * np.eye(4)[k]
    assert abs((en(wav, occ + df) - en(wav, occ - df)) / (2 * t) - expv[k]) < 1e-8
assert abs(e_u_group(n0, 0 * eye) - occ @ expv - (U - J) / 2 * tr(n0 @ n0)) < 1e-11

# Worked example
nu = np.diag([.95, .95, .95, .6, .6]); nu[3, 4] = nu[4, 3] = .2
nd = np.diag([.7, .1, .1, .1, .1])
Nu, Nd = tr(nu), tr(nd)
EU = dudarev(nu, nd)
assert abs(e_u_group(nu, nd) - EU) < 1e-11
row = lambda v, p=4: ' '.join(f'{x:.{p}f}' for x in np.ravel(v))
print(f'F0, F2, F4 = {row([F[0], F[2], F[4]], 2)} Ry')
print(f'half integral P2^2 Pk, k=0,2,4 = {row([leg[0], leg[2], leg[4]], 6)}')
print(f'sum direct = {sum_dir:.4f} Ry, sum exchange = {sum_exc:.4f} Ry')
print(f'U = {U:.4f} Ry, J = {J:.4f} Ry')
print(f'U-J = {U-J:.4f} Ry = {(U-J)*RY_EV:.3f} eV')
print('orbital order: xy yz zx x2-y2 z2')
print(f'n_up diagonal = {row(np.diag(nu), 2)}; off-diagonal (x2-y2,z2) = {nu[3, 4]:.2f}')
print(f'n_down diagonal = {row(np.diag(nd), 2)}')
print(f'eigenvalues n_up = {row(np.linalg.eigvalsh(nu), 2)}')
print(f'N_up = {Nu:.2f}, N_down = {Nd:.2f}, N = {Nu+Nd:.2f}')
print(f'Tr n_up^2 = {tr(nu@nu):.4f}, Tr n_down^2 = {tr(nd@nd):.4f}')
print(f'Tr(n-n^2): up = {tr(nu-nu@nu):.4f}, down = {tr(nd-nd@nd):.4f}, sum = {tr(nu-nu@nu+nd-nd@nd):.4f}')
print(f'U N_up N_down = {U*Nu*Nd:.5f} Ry')
print(f'same-spin averaged: up = {(U-J)/2*(Nu**2-tr(nu@nu)):.5f} Ry, down = {(U-J)/2*(Nd**2-tr(nd@nd)):.5f} Ry')
print(f'averaged E_HF (group enumeration) = {e_avg_group(nu, nd):.5f} Ry')
print(f'U/2 N(N-1) = {U/2*(Nu+Nd)*(Nu+Nd-1):.5f} Ry')
print(f'J/2 sum N_s(N_s-1) = {J/2*(Nu*(Nu-1)+Nd*(Nd-1)):.5f} Ry')
print(f'E_dc = {e_dc(Nu, Nd):.5f} Ry')
print(f'E_U = {EU:.5f} Ry = {EU*RY_EV:.3f} eV')
print(f'unaveraged E_HF = {e_hf(nu, nd)[0]:.5f} Ry')
print(f'unaveraged E_HF - E_dc = {e_hf(nu, nd)[0]-e_dc(Nu, Nd):.5f} Ry')
print(f'Tr n_up n_down = {tr(nu@nd):.4f}, N_up N_down/5 = {Nu*Nd/dim:.4f}')
print(f'a = {U-J/(dim+1):.4f} Ry, b = {J*dim/(dim+1):.4f} Ry')
print(f'extra term for common mixing = {extra_common(nu, nd):.5f} Ry')
print(f'V_dc up = {U*(Nu+Nd-.5)-J*(Nu-.5):.4f} Ry, down = {U*(Nu+Nd-.5)-J*(Nd-.5):.4f} Ry')
print(f'V_up diagonal = {row(np.diag(potential(nu)))} Ry')
print(f'V_up (x2-y2,z2) = {potential(nu)[3, 4]:.4f} Ry')
print(f'V_up eigenvalues = {row(np.linalg.eigvalsh(potential(nu)))} Ry')
print(f'V_down diagonal = {row(np.diag(potential(nd)))} Ry')
print(f'full, empty shift (finite difference) = {ev_idem[0]:.4f}, {ev_idem[-1]:.4f} Ry')
print(f'maximum E_U per orbital at half filling = {dudarev(eye/2, 0*eye)/dim:.4f} Ry')
band = tr(potential(nu) @ nu) + tr(potential(nd) @ nd)
print(f'sum_s Tr(V n) = {band:.5f} Ry, E_U minus this = {EU-band:.5f} Ry')
print(f'zeta = {row(zeta, 1)} 1/bohr, rc = {rc:.1f} bohr')
print(f'P11, P12, P22 = {row([P[0, 0], P[0, 1], P[1, 1]])}')
print(f'D_up(a xy, b xy), ab=11,12,22 = {row(potential(nu)[0, 0]*P[np.triu_indices(2)], 5)} Ry')
print(f'D_up(a x2-y2, b z2), ab=11,12,22 = {row(potential(nu)[3, 4]*P[np.triu_indices(2)], 5)} Ry')
print(f'test matrices: formula average = {e_avg_formula(nu_r, nd_r):.4f} Ry, extra = {extra_common(nu_r, nd_r):.4f} Ry')
print(f'sampled independent mixing = {e_ind.mean():.4f} +- {s_ind:.4f} Ry')
print(f'sampled common mixing = {e_com.mean():.4f} +- {s_com:.4f} Ry')
print(f'Fock-space E = {e_fock:.6f} Ry, Wick E_HF = {e_hf(nu_f, nd_f)[0]:.6f} Ry')
print(f'PAW slope: finite difference = {slope:.7f} Ry, from D = {grad(HU):.7f} Ry')
print('verified')
```

Running it gives:

```
F0, F2, F4 = 0.30 0.52 0.32 Ry
half integral P2^2 Pk, k=0,2,4 = 0.200000 0.057143 0.057143
sum direct = 7.5000 Ry, sum exchange = 2.7000 Ry
U = 0.3000 Ry, J = 0.0600 Ry
U-J = 0.2400 Ry = 3.265 eV
orbital order: xy yz zx x2-y2 z2
n_up diagonal = 0.95 0.95 0.95 0.60 0.60; off-diagonal (x2-y2,z2) = 0.20
n_down diagonal = 0.70 0.10 0.10 0.10 0.10
eigenvalues n_up = 0.40 0.80 0.95 0.95 0.95
N_up = 4.05, N_down = 1.10, N = 5.15
Tr n_up^2 = 3.5075, Tr n_down^2 = 0.5300
Tr(n-n^2): up = 0.5425, down = 0.5700, sum = 1.1125
U N_up N_down = 1.33650 Ry
same-spin averaged: up = 1.54740 Ry, down = 0.08160 Ry
averaged E_HF (group enumeration) = 2.96550 Ry
U/2 N(N-1) = 3.20587 Ry
J/2 sum N_s(N_s-1) = 0.37388 Ry
E_dc = 2.83200 Ry
E_U = 0.13350 Ry = 1.816 eV
unaveraged E_HF = 2.96717 Ry
unaveraged E_HF - E_dc = 0.13517 Ry
Tr n_up n_down = 0.9750, N_up N_down/5 = 0.8910
a = 0.2900 Ry, b = 0.0500 Ry
extra term for common mixing = 0.00420 Ry
V_dc up = 1.1820 Ry, down = 1.3590 Ry
V_up diagonal = -0.1080 -0.1080 -0.1080 -0.0240 -0.0240 Ry
V_up (x2-y2,z2) = -0.0480 Ry
V_up eigenvalues = -0.1080 -0.1080 -0.1080 -0.0720 0.0240 Ry
V_down diagonal = -0.0480 0.0960 0.0960 0.0960 0.0960 Ry
full, empty shift (finite difference) = -0.1200, 0.1200 Ry
maximum E_U per orbital at half filling = 0.0300 Ry
sum_s Tr(V n) = -0.35100 Ry, E_U minus this = 0.48450 Ry
zeta = 2.0 1.0 1/bohr, rc = 2.5 bohr
P11, P12, P22 = 0.8699 0.4118 0.2378
D_up(a xy, b xy), ab=11,12,22 = -0.09394 -0.04447 -0.02568 Ry
D_up(a x2-y2, b z2), ab=11,12,22 = -0.04175 -0.01976 -0.01142 Ry
test matrices: formula average = 2.2356 Ry, extra = 0.0278 Ry
sampled independent mixing = 2.2356 +- 0.0001 Ry
sampled common mixing = 2.2633 +- 0.0001 Ry
Fock-space E = 3.136765 Ry, Wick E_HF = 3.136765 Ry
PAW slope: finite difference = -0.0254680 Ry, from D = -0.0254680 Ry
verified
```
